# Critical lines and the density of states of bcc and fcc bands: test program

```python
"""
Densities of states g(E) of s bands, per atom and spin, energies in units of t.
First-neighbour hopping element -1, second-neighbour element -r (r = t'/t).
Claims under test:
  bcc, r=0, E -> 0 : g = [ln^2(64/|E|) - pi^2/4] / (4 pi^3)
  fcc, r=0, E -> 4 : g = 3 ln(64/(4-E)) / (8 pi^2)
  both come from lines of critical points and their crossings;
  second neighbours leave isolated nondegenerate points and a finite g.
Coordinates x, y, z are wave-vector components times a/2.
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.special import ellipkm1

pi = np.pi
R2 = 0.1                      # second-neighbour ratio of the worked example
WIDE, NARROW = 1e-2, 1e-3     # energy half-windows


def neighbours(lattice, r):
    """Neighbour vectors in units of a/2 and their hopping strengths."""
    cube = np.array(list(itertools.product((-2, -1, 0, 1, 2), repeat=3)))
    d2 = (cube**2).sum(axis=1)
    first = cube[d2 == (3 if lattice == "bcc" else 2)]
    second = cube[(d2 == 4) & (np.abs(cube).max(axis=1) == 2)]
    hop = np.r_[np.ones(len(first)), r * np.ones(len(second))]
    return np.vstack([first, second]).astype(float), hop


def band_sum(k, lattice, r):
    """Energy, gradient and Hessian from the explicit neighbour sum."""
    vec, hop = neighbours(lattice, r)
    phase = k @ vec.T
    energy = -np.cos(phase) @ hop
    grad = (np.sin(phase) * hop) @ vec
    hess = np.einsum("pn,ni,nj->pij", np.cos(phase) * hop, vec, vec)
    return energy, grad, hess


def coefficients(lattice, r, cx, cy):
    """E = A + B cos z + C cos^2 z at given cos x, cos y."""
    A = -2 * r * (2 * cx**2 + 2 * cy**2 - 3)
    if lattice == "bcc":
        return A, -8 * cx * cy, -4 * r
    return A - 4 * cx * cy, -4 * (cx + cy), -4 * r


def nodes(lattice, n):
    """Midpoint nodes on (0, pi), dense where the critical lines lie."""
    s = 1 if lattice == "bcc" else -1
    th = (np.arange(n) + 0.5) * pi / n
    return th + s * 0.5 * np.sin(2 * th), (1 + s * np.cos(2 * th)) / n


def states_below(E, lattice, r, gx, gy):
    """Fraction of states below E; the z direction is solved exactly."""
    cx, cy = np.cos(gx[0])[:, None], np.cos(gy[0])[None, :]
    A, B, C = coefficients(lattice, r, cx, cy)
    if r == 0:
        B = np.where(B == 0, 1e-300, B)
        angle = np.arccos(np.clip((E - A) / B, -1, 1)) / pi
        below = np.where(B > 0, 1 - angle, angle)
    else:
        root = np.sqrt(np.maximum(B**2 - 4 * C * (A - E), 0))
        mid, half = -B / (2 * C), root / abs(2 * C)
        inside = (np.arccos(np.clip(mid - half, -1, 1))
                  - np.arccos(np.clip(mid + half, -1, 1))) / pi
        below = inside if C > 0 else 1 - inside
    return float(gx[1] @ below @ gy[1])


def mean_dos(E, h, lattice, r, gx, gy):
    return (states_below(E + h, lattice, r, gx, gy)
            - states_below(E - h, lattice, r, gx, gy)) / (2 * h)


def edge_dos(h, gx, gy):
    """Mean fcc density between 4-h and the upper edge 4, r = 0."""
    return (1 - states_below(4 - h, "fcc", 0, gx, gy)) / h


rng = np.random.default_rng(7)
grid = {lat: nodes(lat, 1200) for lat in ("bcc", "fcc")}
print("Energies in t; densities in states per t, atom and spin")

# closed band forms against neighbour sums, and behaviour along the lines
zline = np.linspace(0.1, 3.0, 30)
for lat, (x0, y0) in (("bcc", (pi / 2, pi / 2)), ("fcc", (0.0, pi))):
    k = rng.uniform(0, 2 * pi, (200, 3))
    c = np.cos(k)
    A, B, C = coefficients(lat, R2, c[:, 0], c[:, 1])
    assert np.allclose(A + B * c[:, 2] + C * c[:, 2]**2,
                       band_sum(k, lat, R2)[0], atol=1e-11)
    line = np.c_[np.full(30, x0), np.full(30, y0), zline]
    e0, g0, _ = band_sum(line, lat, 0.0)
    assert np.allclose(e0, 0 if lat == "bcc" else 4, atol=1e-12)
    assert np.abs(g0).max() < 1e-12
    g1 = band_sum(line, lat, R2)[1]
    assert np.allclose(g1[:, 2], 4 * R2 * np.sin(2 * zline), atol=1e-12)
    print(f"{lat} line: max gradient for t'=0 {np.abs(g0).max():.0e}, "
          f"for t'={R2} {np.abs(g1).max():.3f} t")

# bcc: local density by elliptic quadrature over slices
print("bcc, t'=0: E, g by quadrature, g by formula")
for E in (0.1, 0.01, 0.001):
    eps = E / 8
    val = quad(lambda u: ellipkm1((eps * np.cosh(u))**2), 0,
               np.arccosh(1 / eps), epsabs=1e-10, limit=200)[0]
    exact = 4 / pi**3 * val / 8
    formula = (np.log(64 / E)**2 - pi**2 / 4) / (4 * pi**3)
    assert abs(exact / formula - 1) < 1e-3
    print(f"  {E:6.3f}  {exact:.5f}  {formula:.5f}")

# bcc: direct state count against the integrated formula
print("bcc, t'=0: half-window about E=0, mean g by count, by formula")
bcc_mean = {}
for h in (WIDE, NARROW):
    L = np.log(64 / h)
    formula = (L**2 + 2 * L + 2 - pi**2 / 4) / (4 * pi**3)
    bcc_mean[h] = mean_dos(0, h, "bcc", 0, grid["bcc"], grid["bcc"])
    assert abs(bcc_mean[h] / formula - 1) < 5e-3
    print(f"  {h:6.3f}  {bcc_mean[h]:.4f}  {formula:.4f}")

# fcc: direct state count against the integrated formula
print("fcc, t'=0: depth below E=4, mean g by count, by formula")
fcc_mean = {}
for h in (WIDE, NARROW, 1e-4):
    formula = 3 / (8 * pi**2) * (np.log(64 / h) + 1)
    fcc_mean[h] = edge_dos(h, grid["fcc"], grid["fcc"])
    assert abs(fcc_mean[h] / formula - 1) < 5e-3
    print(f"  {h:7.4f}  {fcc_mean[h]:.4f}  {formula:.4f}")

# one slice at fixed position on a line: single logarithm, or a step
z0 = pi / 3
one = (np.array([z0]), np.array([1.0]))
print("slice at z=pi/3: window, bcc count, formula, fcc count, formula")
for h in (WIDE, NARROW):
    b = mean_dos(0, h, "bcc", 0, one, nodes("bcc", 20000))
    f = edge_dos(h, one, nodes("fcc", 20000))
    scale = 8 * np.cos(z0)
    b_form = 2 / pi**2 * (np.log(4 * scale / h) + 1) / scale
    f_form = 1 / (4 * pi * np.sin(z0))
    assert abs(b / b_form - 1) < 1e-2 and abs(f / f_form - 1) < 1e-2
    print(f"  {h:6.3f}  {b:.4f}  {b_form:.4f}  {f:.4f}  {f_form:.4f}")

# bcc with tubes around all critical lines cut out: no growth remains
xb, wb = grid["bcc"]
far = (xb, wb * (np.abs(np.cos(xb)) > 0.3))
cut = [3 * mean_dos(0, h, "bcc", 0, far, far) for h in (WIDE, NARROW)]
assert abs(cut[1] / cut[0] - 1) < 1e-2
print(f"bcc, tubes |cos|<0.3 removed: mean g {cut[0]:.4f} (window {WIDE}), "
      f"{cut[1]:.4f} (window {NARROW})")


def predicted(lattice, r):
    if lattice == "bcc":
        return {"Gamma": -8 - 6 * r, "H": 8 - 6 * r, "N": 2 * r,
                "P": 6 * r, "near P": 6 * r - 4 * r**3}
    out = {"Gamma": -12 - 6 * r, "L": 6 * r, "X": 4 - 6 * r, "W": 4 - 2 * r}
    if r > 0:
        out["near X"] = 4 / (1 + 2 * r) + 2 * r
    return out


# all critical points with second neighbours, by Newton search
for lat in ("bcc", "fcc"):
    for r in (R2, -R2):
        k = rng.uniform(0, 2 * pi, (4000, 3))
        for _ in range(100):
            _, g, H = band_sum(k, lat, r)
            k = np.mod(k - np.linalg.solve(H, g[..., None])[..., 0], 2 * pi)
        e, g, H = band_sum(k, lat, r)
        ok = np.abs(g).max(axis=1) < 1e-10
        assert ok.mean() > 0.9
        found = np.unique(np.round(e[ok], 6))
        want = np.sort(list(predicted(lat, r).values()))
        assert len(found) == len(want) and np.allclose(found, want, atol=2e-6)
        det = np.abs(np.linalg.det(H[ok])).min()
        assert det > 0.1
        names = ", ".join(f"{n} {v:.4f}" for n, v in predicted(lat, r).items())
        print(f"{lat} t'={r:+.1f}: {names}; min |det Hessian| {det:.3f}")

# windows shrinking on the critical energies: growth stops
growth0 = {"bcc": bcc_mean[NARROW] - bcc_mean[WIDE],
           "fcc": fcc_mean[NARROW] - fcc_mean[WIDE]}
for lat, points in (("bcc", ("N", "P", "near P")),
                    ("fcc", ("X", "W", "near X"))):
    print(f"{lat}: growth of mean g, window {WIDE} to {NARROW}, "
          f"t'=0: {growth0[lat]:.4f}")
    for name in points:
        E = predicted(lat, R2)[name]
        wide, narrow = [mean_dos(E, h, lat, R2, grid[lat], grid[lat])
                        for h in (WIDE, NARROW)]
        assert abs(narrow - wide) < 0.4 * growth0[lat]
        print(f"  t'={R2}, {name} at {E:.4f}: mean g {wide:.4f}, "
              f"{narrow:.4f}, growth {narrow - wide:+.4f}")

print("all good")
```

It prints:

```
Energies in t; densities in states per t, atom and spin
bcc line: max gradient for t'=0 1e-15, for t'=0.1 0.400 t
fcc line: max gradient for t'=0 1e-15, for t'=0.1 0.400 t
bcc, t'=0: E, g by quadrature, g by formula
   0.100  0.31674  0.31674
   0.010  0.59940  0.59940
   0.001  0.96757  0.96757
bcc, t'=0: half-window about E=0, mean g by count, by formula
   0.010  0.7569  0.7569
   0.001  1.1621  1.1622
fcc, t'=0: depth below E=4, mean g by count, by formula
   0.0100  0.3711  0.3710
   0.0010  0.4583  0.4585
   0.0001  0.5461  0.5460
slice at z=pi/3: window, bcc count, formula, fcc count, formula
   0.010  0.4244  0.4244  0.0920  0.0919
   0.001  0.5411  0.5411  0.0919  0.0919
bcc, tubes |cos|<0.3 removed: mean g 0.1702 (window 0.01), 0.1702 (window 0.001)
bcc t'=+0.1: Gamma -8.6000, H 7.4000, N 0.2000, P 0.6000, near P 0.5960; min |det Hessian| 0.512
bcc t'=-0.1: Gamma -7.4000, H 8.6000, N -0.2000, P -0.6000, near P -0.5960; min |det Hessian| 0.512
fcc t'=+0.1: Gamma -12.6000, L 0.6000, X 3.4000, W 3.8000, near X 3.5333; min |det Hessian| 4.608
fcc t'=-0.1: Gamma -11.4000, L -0.6000, X 4.6000, W 4.2000; min |det Hessian| 5.632
bcc: growth of mean g, window 0.01 to 0.001, t'=0: 0.4053
  t'=0.1, N at 0.2000: mean g 0.3001, 0.3054, growth +0.0053
  t'=0.1, P at 0.6000: mean g 0.3459, 0.3364, growth -0.0095
  t'=0.1, near P at 0.5960: mean g 0.3717, 0.4076, growth +0.0359
fcc: growth of mean g, window 0.01 to 0.001, t'=0: 0.0872
  t'=0.1, X at 3.4000: mean g 0.3099, 0.3144, growth +0.0046
  t'=0.1, W at 3.8000: mean g 0.0101, 0.0032, growth -0.0069
  t'=0.1, near X at 3.5333: mean g 0.3120, 0.3254, growth +0.0133
all good
```
